**Arrhenius slope of the intrinsic density with a falling gap**

For a gap E_g(T) = E₀ − aT, the plot of ln(n_i/T^(3/2)) against 1/T has slope −E₀/(2k). Here n_i is the intrinsic carrier density, k the Boltzmann constant, a the rate at which the gap falls, and E₀ the linear gap law extrapolated to T = 0. The program computes carrier densities by Fermi–Dirac quadrature and charge neutrality, using rough silicon-like parameters. It asserts that the fitted slope gives E₀, that the intercept is raised by a/(2k), and that a constant gap returns itself. For a curved gap it asserts that the local slope gives the tangent intercept E_g − T dE_g/dT. The output shows a slope energy of 1.195 eV, against a gap of 1.120 eV at 300 K and 1.165 eV at 0 K in the curved-gap model. Mass drift with the assumed exponent of 0.1 shifts the slope energy by 7.8 meV. With 10¹² cm⁻³ donors the raw electron density gives −77 meV, while √(np) still gives 1.195 eV.

## Check in Python

```python
# Result under test: if the gap falls as Eg(T) = E0 - a*T, the plot of
# ln(n_i/T^(3/2)) against 1/T has slope -E0/(2k), where E0 is the gap line
# extrapolated to T = 0, and not the actual gap at the measured temperature.
# Symbols: n_i intrinsic density, k Boltzmann constant, a gap slope,
# n and p electron and hole densities, mu Fermi level above the valence edge.
# Densities come from Fermi-Dirac quadrature and charge neutrality.
# Material parameters are rough typical values for silicon near 300 K.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq

K_EV = sc.k / sc.e
T_ROOM = 300.0
GAP_ROOM = 1.12          # eV
GAP_SLOPE = 0.25e-3      # eV/K
VALLEYS, M_LONG, M_TRANS, M_HOLE = 6, 0.92, 0.19, 1.1
M_ELEC = (VALLEYS**2 * M_LONG * M_TRANS**2) ** (1 / 3)
VARSHNI_BETA = 600.0     # K
MASS_DRIFT = 0.1         # both masses vary as T**MASS_DRIFT
DONORS = 1e12            # cm^-3
DONOR_DEPTH = 0.045      # eV

E0 = GAP_ROOM + GAP_SLOPE * T_ROOM
KT = K_EV * T_ROOM
VARSHNI_ALPHA = (GAP_SLOPE * (T_ROOM + VARSHNI_BETA) ** 2
                 / (T_ROOM * (T_ROOM + 2 * VARSHNI_BETA)))
GAP_ZERO = GAP_ROOM + VARSHNI_ALPHA * T_ROOM**2 / (T_ROOM + VARSHNI_BETA)


def gap_linear(T):
    return E0 - GAP_SLOPE * T


def gap_constant(T):
    return GAP_ROOM


def gap_curved(T):
    return GAP_ZERO - VARSHNI_ALPHA * T**2 / (T + VARSHNI_BETA)


def tangent_intercept(T):
    b = VARSHNI_BETA
    derivative = -VARSHNI_ALPHA * T * (T + 2 * b) / (T + b) ** 2
    return gap_curved(T) - T * derivative


# Quadrature in u, where the band energy is u^2 in units of kT
nodes, weights = np.polynomial.legendre.leggauss(120)
U = 3.5 * (nodes + 1)
W = 3.5 * weights


def band_density(mass, T, eta):
    """Carriers per cm^3; eta = (Fermi level - band edge)/kT."""
    scale = (2 * mass * sc.m_e * sc.k * T / sc.hbar**2) ** 1.5
    integral = np.sum(W * 2 * U**2 / (1 + np.exp(U**2 - eta)))
    return scale / (2 * np.pi**2) * integral * 1e-6


def carriers(T, gap, drift=0.0, donors=0.0):
    """n, p and Fermi level from charge neutrality, donors ionized."""
    factor = (T / T_ROOM) ** drift
    eg, kt = gap(T), K_EV * T

    def electrons(mu):
        return band_density(M_ELEC * factor, T, (mu - eg) / kt)

    def holes(mu):
        return band_density(M_HOLE * factor, T, -mu / kt)

    mu = brentq(lambda m: np.log(electrons(m) / (holes(m) + donors)),
                0.0, eg, xtol=1e-14, rtol=1e-14)
    return electrons(mu), holes(mu), mu


def arrhenius_energy(density, T, power=1.5):
    """-2k times the local slope of ln(density/T^power) against 1/T."""
    x = 1 / T
    h = 1e-3 * x

    def log_value(y):
        return np.log(density(1 / y) * y**power)

    return -2 * K_EV * (log_value(x + h) - log_value(x - h)) / (2 * h)


def intrinsic(gap, drift=0.0):
    return lambda T: carriers(T, gap, drift)[0]


# Arrhenius fit with the linear gap
temps = np.array([270.0, 285.0, 300.0, 315.0, 330.0])
dens = np.array([intrinsic(gap_linear)(T) for T in temps])
logs = np.log(dens / temps**1.5)
slope, intercept = np.polyfit(1 / temps, logs, 1)
fit_energy = -2 * K_EV * slope
residual = np.max(np.abs(logs - slope / temps - intercept))
prefactor = 2e-6 * (2 * np.pi * sc.k * sc.m_e * np.sqrt(M_ELEC * M_HOLE)
                    / sc.h**2) ** 1.5
lift = GAP_SLOPE / (2 * K_EV)
assert abs(fit_energy - E0) < 1e-6
assert residual < 1e-8
assert abs(intercept - np.log(prefactor) - lift) < 1e-5
assert abs(fit_energy - GAP_ROOM) > 0.05

# Control: a constant gap must return itself
control = arrhenius_energy(intrinsic(gap_constant), T_ROOM)
assert abs(control - GAP_ROOM) < 1e-6

# Omitting the division by T^(3/2)
undivided = arrhenius_energy(intrinsic(gap_linear), T_ROOM, power=0.0)
assert abs(undivided - E0 - 3 * KT) < 1e-6

# Effective density of states from the ellipsoidal valleys in k space (nm^-1)
def gaussian_k(mass):
    c = sc.hbar**2 / (2 * mass * sc.m_e * sc.k * T_ROOM) * 1e18
    return quad(lambda q: np.exp(-c * q * q), -np.inf, np.inf)[0]


nc_valleys = (2 * VALLEYS / (2 * np.pi) ** 3 * gaussian_k(M_LONG)
              * gaussian_k(M_TRANS) ** 2 * 1e21)
dos_unit = 2e-6 * (2 * np.pi * sc.m_e * sc.k * T_ROOM / sc.h**2) ** 1.5
nc_formula = dos_unit * M_ELEC**1.5
nv_formula = dos_unit * M_HOLE**1.5
assert abs(nc_valleys / nc_formula - 1) < 1e-7

# Closed form for n_i against quadrature
ni_room = dens[2]
ni_formula = np.sqrt(nc_formula * nv_formula) * np.exp(-GAP_ROOM / (2 * KT))
assert abs(ni_formula / ni_room - 1) < 1e-7

# Curved gap: the local slope gives the tangent intercept
local = {T: arrhenius_energy(intrinsic(gap_curved), T)
         for T in (200.0, 300.0, 400.0)}
for T, value in local.items():
    assert abs(value - tangent_intercept(T)) < 1e-5
logs_curved = [np.log(intrinsic(gap_curved)(T) / T**1.5) for T in temps]
fit_curved = -2 * K_EV * np.polyfit(1 / temps, logs_curved, 1)[0]
low_end, high_end = tangent_intercept(temps[0]), tangent_intercept(temps[-1])
assert low_end < fit_curved < high_end
assert GAP_ROOM < GAP_ZERO < fit_curved

# Growth of n_i over the upper half of the window
growth_true = dens[-1] / ni_room
growth_frozen = (intrinsic(gap_constant)(temps[-1])
                 / intrinsic(gap_constant)(T_ROOM))
growth_law = np.exp(GAP_SLOPE * T_ROOM / (2 * K_EV)
                    * (1 / T_ROOM - 1 / temps[-1]))
assert abs(growth_true / growth_frozen / growth_law - 1) < 1e-7

# Drift of the effective masses
drifted = arrhenius_energy(intrinsic(gap_linear, MASS_DRIFT), T_ROOM)
assert abs(drifted - E0 - 3 * MASS_DRIFT * KT) < 1e-6

# Degeneracy: relative loss against Boltzmann occupation
mu_room = carriers(T_ROOM, gap_linear)[2]
eta_room = (mu_room - GAP_ROOM) / KT
boltz = np.sum(W * 2 * U**2 * np.exp(eta_room - U**2))
fermi = np.sum(W * 2 * U**2 / (1 + np.exp(U**2 - eta_room)))
degeneracy = 1 - fermi / boltz
assert abs(degeneracy / (ni_room / (nc_formula * np.sqrt(8))) - 1) < 0.01

# Residual donors: raw electron density against the np product
def doped_electrons(T):
    return carriers(T, gap_linear, donors=DONORS)[0]


def doped_product_root(T):
    n, p, _ = carriers(T, gap_linear, donors=DONORS)
    return np.sqrt(n * p)


raw_energy = arrhenius_energy(doped_electrons, T_ROOM)
product_energy = arrhenius_energy(doped_product_root, T_ROOM)
# The small thermal hole density shifts the raw value by well under 1 meV
assert abs(raw_energy + 3 * KT) < 1e-3
assert abs(product_energy - E0) < 1e-6
n_doped, p_doped, mu_doped = carriers(T_ROOM, gap_linear, donors=DONORS)
neutral = 1 / (1 + 0.5 * np.exp((GAP_ROOM - DONOR_DEPTH - mu_doped) / KT))
assert neutral < 1e-3

print(f"Gap at 300 K (input): {GAP_ROOM:.3f} eV")
print(f"Gap slope a (input): {GAP_SLOPE * 1e3:.3f} meV/K")
print(f"Valleys {VALLEYS}, masses long {M_LONG}, trans {M_TRANS} m_e")
print(f"Electron density-of-states mass: {M_ELEC:.3f} m_e")
print(f"Hole density-of-states mass (input): {M_HOLE:.3f} m_e")
print(f"Boltzmann constant: {K_EV:.6e} eV/K")
print(f"kT at 300 K: {KT * 1e3:.3f} meV")
print(f"N_c at 300 K: {nc_formula:.3e} cm^-3")
print(f"N_v at 300 K: {nv_formula:.3e} cm^-3")
print(f"Extrapolated gap E0: {E0:.4f} eV")
print("T (K), 1000/T (1/K), gap (eV), n_i (cm^-3), ln(n_i/T^1.5)")
for T, d, y in zip(temps, dens, logs):
    print(f"{T:.0f}  {1000 / T:.4f}  {gap_linear(T):.4f}  {d:.4e}  {y:.5f}")
print(f"Fitted slope: {slope:.2f} K")
print(f"Energy from fitted slope: {fit_energy:.5f} eV")
print(f"Excess over gap at 300 K: {(fit_energy - GAP_ROOM) * 1e3:.2f} meV")
print(f"Largest fit residual in ln: {residual:.1e}")
print(f"Fitted intercept: {intercept:.4f}")
print(f"ln C, C in cm^-3 K^-1.5: {np.log(prefactor):.4f}")
print(f"Intercept shift a/(2k): {lift:.4f}")
print(f"Prefactor gain exp(a/2k): {np.exp(lift):.3f}")
print(f"Control, constant gap returns: {control:.5f} eV")
print(f"Energy without T^1.5 division: {undivided:.4f} eV")
print(f"n_i growth 300 to 330 K, falling gap: {growth_true:.3f}")
print(f"n_i growth 300 to 330 K, frozen gap: {growth_frozen:.3f}")
print(f"Varshni beta (input): {VARSHNI_BETA:.0f} K")
print(f"Varshni alpha (matched): {VARSHNI_ALPHA * 1e3:.4f} meV/K")
print(f"Curved-gap model, gap at 0 K: {GAP_ZERO:.4f} eV")
for T, value in local.items():
    print(f"Curved gap {T:.0f} K: gap {gap_curved(T):.4f} eV, "
          f"slope energy {value:.4f} eV")
print(f"Curved gap, fit over 270-330 K: {fit_curved:.4f} eV")
print(f"Tangent intercepts at 270, 330 K: {low_end:.4f}, {high_end:.4f} eV")
print(f"Mass drift exponent r (input): {MASS_DRIFT:.2f}")
print(f"Shift from mass drift: {(drifted - E0) * 1e3:.2f} meV")
print(f"Degeneracy, relative change of n: {degeneracy:.1e}")
print(f"Residual donors (input): {DONORS:.1e} cm^-3")
print(f"Doped sample n, p: {n_doped:.4e}, {p_doped:.3e} cm^-3")
print(f"Doped, energy from raw n: {raw_energy * 1e3:.2f} meV")
print(f"Minus 3kT for comparison: {-3 * KT * 1e3:.2f} meV")
print(f"Doped, energy from sqrt(np): {product_energy:.5f} eV")
print(f"Donor depth (input): {DONOR_DEPTH * 1e3:.0f} meV")
print(f"Fraction of donors not ionized: {neutral:.1e}")
print("every check passed")
```

Printed output:

```
Gap at 300 K (input): 1.120 eV
Gap slope a (input): 0.250 meV/K
Valleys 6, masses long 0.92, trans 0.19 m_e
Electron density-of-states mass: 1.061 m_e
Hole density-of-states mass (input): 1.100 m_e
Boltzmann constant: 8.617333e-05 eV/K
kT at 300 K: 25.852 meV
N_c at 300 K: 2.744e+19 cm^-3
N_v at 300 K: 2.895e+19 cm^-3
Extrapolated gap E0: 1.1950 eV
T (K), 1000/T (1/K), gap (eV), n_i (cm^-3), ln(n_i/T^1.5)
270  3.7037  1.1275  7.2195e+08  11.99984
285  3.5088  1.1238  3.0250e+09  13.35144
300  3.3333  1.1200  1.1026e+10  14.56788
315  3.1746  1.1162  3.5661e+10  15.66846
330  3.0303  1.1125  1.0400e+11  16.66900
Fitted slope: -6933.70 K
Energy from fitted slope: 1.19500 eV
Excess over gap at 300 K: 75.00 meV
Largest fit residual in ln: 3.0e-10
Fitted intercept: 37.6802
ln C, C in cm^-3 K^-1.5: 36.2296
Intercept shift a/(2k): 1.4506
Prefactor gain exp(a/2k): 4.266
Control, constant gap returns: 1.12000 eV
Energy without T^1.5 division: 1.2726 eV
n_i growth 300 to 330 K, falling gap: 9.432
n_i growth 300 to 330 K, frozen gap: 8.267
Varshni beta (input): 600 K
Varshni alpha (matched): 0.4500 meV/K
Curved-gap model, gap at 0 K: 1.1650 eV
Curved gap 200 K: gap 1.1425 eV, slope energy 1.1819 eV
Curved gap 300 K: gap 1.1200 eV, slope energy 1.1950 eV
Curved gap 400 K: gap 1.0930 eV, slope energy 1.2082 eV
Curved gap, fit over 270-330 K: 1.1947 eV
Tangent intercepts at 270, 330 K: 1.1910, 1.1990 eV
Mass drift exponent r (input): 0.10
Shift from mass drift: 7.76 meV
Degeneracy, relative change of n: 1.4e-10
Residual donors (input): 1.0e+12 cm^-3
Doped sample n, p: 1.0001e+12, 1.216e+08 cm^-3
Doped, energy from raw n: -77.25 meV
Minus 3kT for comparison: -77.56 meV
Doped, energy from sqrt(np): 1.19500 eV
Donor depth (input): 45 meV
Fraction of donors not ionized: 4.2e-07
every check passed
```
